The Static-Coupling One-Dimensional Nonradiative Capture Coefficient

**Definitions and conventions**

The algebra is in atomic units (ħ = e = m_e = 4πε₀ = 1), with β = 1/kT; numbers are in eV and Å. A crystal of volume V holds one defect and one carrier. In the electronic state ψ_i the carrier is in the band, and in ψ_f it is bound to the defect; g counts equivalent final states. The lattice is reduced to one mass-weighted coordinate Q with harmonic surfaces

V_f = ½Ω_f²Q²,  V_i = ΔE + ½Ω_i²(Q − ΔQ)²,  (1)

where ΔE > 0 is the energy released between the two minima with the carrier at the band edge. The vibrational Hamiltonians H_a = P²/2 + V_a have eigenstates |i m⟩, |f n⟩ and energies E_im, E_fn. The initial levels carry thermal weights w_m = e^(−βmΩ_i)(1 − e^(−βΩ_i)). The capture coefficient C is defined by the rate per defect, r = C n_c, at carrier density n_c.

**Static coupling and the golden rule**

In the static-coupling scheme the electronic states are eigenstates of the electronic Hamiltonian H at one fixed geometry Q₀. They do not depend on Q, so the nuclear kinetic energy does not connect them, and they diagonalise H(Q₀), so the off-diagonal element starts at first order:

⟨ψ_i|H(Q)|ψ_f⟩ = W(Q − Q₀) + …,  W = ⟨ψ_i|∂H/∂Q|ψ_f⟩.  (2)

Higher orders are dropped, the diagonal elements are identified with (1), and W is evaluated with single-particle states. W can be expressed through the eigenstates of H(Q), which do depend on Q and coincide with the fixed states at Q₀. Differentiating H(Q)ψ_f(Q) = ε_f(Q)ψ_f(Q) at Q₀ and projecting on ψ_i gives W + ε_i⟨ψ_i|∂ψ_f/∂Q⟩ = ε_f⟨ψ_i|∂ψ_f/∂Q⟩, the term in ∂ε_f/∂Q vanishing by orthogonality. Hence

W = (ε_f − ε_i)⟨ψ_i|∂ψ_f/∂Q⟩.  (3)

Let M = W⟨i m|Q − Q₀|f n⟩ and ω = E_im − E_fn. To first order the amplitude in |f n⟩ is −iM*∫₀^t e^(−iωt′)dt′, so the probability is 4|M|² sin²(ωt/2)/ω², with growth rate 2|M|² sin(ωt)/ω = |M|²∫_(−t)^t e^(iωτ)dτ. For discrete levels this oscillates. If ΔE is spread by a normalised Gaussian g_σ of width σ, the integrand acquires e^(−σ²τ²/2), and for σt ≫ 1 the integral tends to 2πg_σ(ω). With δ understood as this smoothed function,

r = 2πg W² Σ_m w_m Σ_n |⟨i m|Q − Q₀|f n⟩|² δ(E_im − E_fn).  (4)

**Volume scaling**

One carrier in V means n_c = 1/V, so C = Vr. This has a limit at large V if W² falls as 1/V, which a band state normalised in V should provide. A solvable case shows the limit and the approach to it. Take a simple cubic lattice of N = L³ sites with band ε_k = 2t(3 − cos k_x − cos k_y − cos k_z), a site impurity U|0⟩⟨0| with U < 0, and ∂H/∂Q = γ|0⟩⟨0|, so that W = γψ_i(0)ψ_f(0). In the Bloch basis the eigenvalue equation gives ψ_k = Uψ(0)/[√N(E − ε_k)]. Summing ψ(0) = Σψ_k/√N and normalising,

1 = (U/N) Σ_k 1/(E − ε_k),  |ψ(0)|^(−2) = (U²/N) Σ_k 1/(E − ε_k)².  (5)

For the lowest band state E is of order 1/N, so the k = 0 term is separated. The rest of the first sum tends to −w/t; writing t/ε_k = ∫₀^∞ e^(−ε_k s/t)ds factorises the three k integrals and gives w = ∫₀^∞[e^(−2s)I₀(2s)]³ds. The first relation becomes 1/(NE) = 1/U + w/t. In the second, the k = 0 term is U²/(NE²) = N(1 + Uw/t)², while the others, with ε_k ≈ tk² and k = 2πn/L, add up to order L⁴/N = L and are negligible. The bound state has a finite ψ_f(0), from (5) with the sums turned into integrals. Therefore

N W² → γ²|ψ_f(0)|²/(1 + Uw/t)².  (6)

The discrete sum for w misses a region |k| ≲ 1/L of an integrand 1/k², so the leading correction to (6) is of order 1/L. For U/t = −8 the values w = 0.25273 and |ψ_f(0)|² = 0.8902 give 0.8902/(1 − 2.0218)² = 0.853. Diagonalisation gives NW²/γ² = 1.148, 1.066, 1.019, 0.989, 0.968 for L = 12 to 28, extrapolating in 1/L to 0.8526 against 0.8525 from (6); equation (3) was tested on the same model by finite differences. The smallest cell lies 35% above the limit, so in this model VW² from a single cell carries an error decaying as V^(−1/3). Where a level detaches from the band, 1 + Uw/t = 0 and (6) diverges: the band-edge amplitude is then resonant and cannot stand for the thermal carriers. That W → 0 at large V does not by itself justify first-order theory: in second order the carrier can pass through any of N band states, and the coupling between two of them falls only as 1/N, so the correction relative to first order does not vanish with V. The coupling at the defect must itself be weak.

**Equal frequencies: closed form**

Set Ω_i = Ω_f = Ω and define the relaxation energy λ = ½Ω²ΔQ² = SΩ, with S the Huang-Rhys factor. The quadratic terms cancel in the difference of the Hamiltonians:

H_i − H_f = ΔE + λ − Ω²ΔQ Q.  (7)

Between ⟨i m| and |f n⟩ the left side gives (E_im − E_fn)⟨i m|f n⟩ = (ΔE − pΩ)⟨i m|f n⟩, with p = n − m. Solving for the element of Q,

⟨i m|Q|f n⟩ = [(pΩ + λ)/(Ω²ΔQ)] ⟨i m|f n⟩.  (8)

The factor is independent of m. On the energy shell, pΩ = ΔE, it is the root of (7), the crossing point Q_c = (ΔE + λ)/(Ω²ΔQ) = ΔQ(ΔE + λ)/2λ. The coupling is thus evaluated at the crossing at any temperature, including those at which the crossing is classically out of reach.

There remains L_p = Σ_m w_m⟨i m|f m+p⟩². With the ladder operators a, a† of H_f, n̂ = a†a and D(α) = exp(αa† − α*a), one has |i m⟩ = D(√S)|f m⟩, because Q = (a + a†)/√(2Ω) is shifted by √(2S/Ω) = ΔQ. Inserting the complete set |f n⟩,

Σ_p L_p e^(ipφ) = Σ_m w_m⟨f m|D(−√S) e^(iφn̂) D(√S) e^(−iφn̂)|f m⟩.

The rotation turns D(√S) into D(√S e^(iφ)). The rule D(μ)D(ν) = D(μ+ν)exp[(μν* − μ*ν)/2], valid because the commutator of the exponents is a number, gives D(ζ)e^(iS sin φ) with ζ = √S(e^(iφ) − 1) and |ζ|² = 2S(1 − cos φ). For the thermal average, order normally: D(ζ) = e^(−|ζ|²/2)e^(ζa†)e^(−ζ*a), whose diagonal element is e^(−|ζ|²/2)Σ_j(−|ζ|²)^j m!/[(m − j)!(j!)²]. Differentiating the geometric series j times gives Σ_m w_m m!/(m − j)! = j! n̄^j with n̄ = 1/(e^(βΩ) − 1), so ⟨D⟩ = exp[−|ζ|²(n̄ + ½)]. The total exponent is −S(2n̄+1) + S(n̄+1)e^(iφ) + Sn̄e^(−iφ). With x = βΩ/2, one has n̄ + 1 = e^x/(2 sinh x), n̄ = e^(−x)/(2 sinh x) and 2n̄ + 1 = coth x. The generating function exp[(z/2)(u + 1/u)] = Σ_p I_p(z)u^p with u = e^(x+iφ) then yields

L_p = exp(−S coth x + px) I_p(z),  z = S/sinh x.  (9)

As T → 0, z/2 → Se^(−x) and I_p → (z/2)^p/p!, so L_p → e^(−S)S^p/p!, a finite tunnelling factor with no activation; C itself also carries the temperature dependence of the Coulomb factor s derived below. Equations (8) and (9) were tested against overlaps by quadrature, and (4) with (8) and (9) against the time evolution of a two-state vibronic Hamiltonian averaged over ΔE; the ratio of the two rates is 1.00000.

**The δ comb**

With equal frequencies and the carrier at the band edge, a strictly one-dimensional model has energy-conserving terms when ΔE is a multiple of Ω and none otherwise, so the smoothing stands in for the other modes and is an additional assumption. Let F(E) = [(E + λ)/(Ω²ΔQ) − Q₀]²L_(E/Ω), continued to real order of the Bessel function. For ΔE ≫ σ Poisson summation gives

Σ_p F(pΩ)g_σ(ΔE − pΩ) = (1/Ω) Σ_j ∫F(E)g_σ(ΔE − E)e^(2πijE/Ω)dE.

Write F = F(ΔE)exp(κy + κ′y²/2), with y = E − ΔE, κ = d ln F/dE and κ′ its derivative. Completing the square in the j = 0 term gives F(ΔE)/Ω times

B = (1 − σ²κ′)^(−1/2) exp[σ²κ²/(2(1 − σ²κ′))].  (10)

For j = ±1 and κ′ neglected, κ becomes κ ± 2πi/Ω, and the pair contributes, relative to j = 0, the ripple 2exp(−2π²σ²/Ω²)cos[2π(ΔE + κσ²)/Ω]. A small σ leaves the comb visible, and for κ′ negligible a large σ inflates the rate. Keeping j = 0 with B = 1 amounts to δ → 1/Ω, and with the factor s derived next,

C = s · 2πg VW² (Q_c − Q₀)² L_p/Ω,  p = ΔE/Ω.  (11)

The expansion point Q₀ and W belong together. At fixed W, moving Q₀ from 0 to ΔQ replaces Q_c by Q_c − ΔQ = ΔQ(ΔE − λ)/2λ and multiplies C by [(ΔE − λ)/(ΔE + λ)]². But W changes with Q₀ as well. Take two states whose H(Q) is linear in Q apart from a common parabola, with the gap Δ(Q) = V_i − V_f = Ω²ΔQ(Q_c − Q) from (7). At a new point Q₀′ the off-diagonal element W(Q₀′ − Q₀) is removed by rotating the states through a small angle W(Q₀′ − Q₀)/Δ(Q₀′). The rotation mixes the difference of the diagonal slopes, Ω²ΔQ in size, into the coupling, so that to first order in W

W′ = W[1 + Ω²ΔQ(Q₀′ − Q₀)/Δ(Q₀′)] = W(Q_c − Q₀)/(Q_c − Q₀′).

Hence W′(Q_c − Q₀′) = W(Q_c − Q₀), and C does not change. Other electronic states, terms of H beyond the linear one and a finite W leave a residual dependence on Q₀, and the argument fails for Q₀′ close to Q_c, where the angle is not small.

**Sommerfeld factor**

Let the defect carry a screened Coulomb tail −Z/(εr) for the carrier, Z > 0 being attractive, in an isotropic parabolic band of mass m*. Define a* = ε/m* and E_R = 1/(2m*a*²). If ψ_f is confined to a region much smaller than a* and symmetry allows the coupling at the band edge, then W is proportional to the envelope at the origin, which selects the s wave. If W was computed without the tail, W² is multiplied by s(k) = |ψ_k(0)|²/|ψ_k^free(0)|²; a W that already contains part of the tail would count it twice. For Z > 0 capture through the bound states of the tail (cascade capture) is not included, and it can matter when kT is not well above Z²E_R. The radial equation is u″ + (k² + 2ηk/r)u = 0 with η = Z/(ka*). Substituting u = r e^(ikr)v(ρ), ρ = −2ikr, and dividing by −2ik e^(ikr) gives ρv″ + (2 − ρ)v′ − (1 − iη)v = 0, solved by

v = [Γ(1−iη)Γ(1+iη)]^(−1) ∫₀¹ e^(ρt) t^(−iη)(1 − t)^(iη) dt.

The operator turns the integrand into −d/dt[e^(ρt)t^(1−iη)(1−t)^(1+iη)], which vanishes at both ends, and the beta integral gives v(0) = 1, so u′(0) = 1. At large r the end points dominate. The end t = 0 gives Γ(1−iη)(2ikr)^(−1+iη), of modulus |Γ(1−iη)|e^(−πη/2)/(2kr), since |i^(iη)| = e^(−πη/2). Because u is real, the other end supplies the complex conjugate term, and u oscillates with amplitude A = e^(−πη/2)/(k|Γ(1+iη)|). Normalising in a large sphere divides u by a constant times A, and the free wave sin(kr)/k has A = 1/k, so s = 1/(kA)². The reflection formula gives |Γ(1+iη)|² = πη/sinh πη, and

s(k) = 2πη/(1 − e^(−2πη)).  (12)

Direct integration of the radial equation confirms (12) for both signs of Z. For a Maxwell distribution put k²/2m* = kT y², so ka* = y√(kT/E_R) and 2π|η| = 2√θ/y with θ = π²Z²E_R/kT:

s = (4/√π)∫₀^∞ y²e^(−y²) s(k) dy,  ⟨1/y⟩ = 2/√π.  (13)

For strong attraction, θ ≫ 1, s(k) → 2√θ/y and s → 4√(θ/π), proportional to T^(−1/2). For weak attraction, θ ≪ 1, s(k) ≈ 1 + √θ/y and s ≈ 1 + 2√(θ/π). For strong repulsion s(k) → (2√θ/y)e^(−2√θ/y), and the integrand is 2√θ y e^(−f) with f = y² + 2√θ/y. Its minimum is at y₀ = θ^(1/6), where f = 3y₀², f″ = 6, f‴ = −12/y₀ and f⁗ = 48/y₀². The Gaussian integral is √(π/3). With deviation moments ⟨δ⁴⟩ = 3/36 and ⟨δ⁶⟩ = 15/216, the corrections −f⁗⟨δ⁴⟩/24, f‴²⟨δ⁶⟩/72 and −f‴⟨δ⁴⟩/(6y₀) are (−1/6 + 5/36 + 1/6)/y₀², so

s ≈ (8/√3) θ^(2/3) exp(−3θ^(1/3)) [1 + 5/(36θ^(1/3))].  (14)

At θ = 1000 the bracket is 1.0139 and quadrature gives 1.0138; the two attractive limits were tested likewise.

**Classical limit and the crossing barrier**

Writing δ as a Fourier integral turns the double sum in (4) into (1/2π)∫dτ Tr[ρ_i e^(iH_iτ)(Q − Q₀)e^(−iH_fτ)(Q − Q₀)], with ρ_i the thermal operator. Dropping commutators cancels the kinetic energies and replaces ρ_i by the Boltzmann density P(Q) = Ω_i√(β/2π) exp[−βΩ_i²(Q − ΔQ)²/2]. The τ integral restores δ(V_i − V_f), so

Σ → Σ_c (Q_c − Q₀)² P(Q_c)/|V_i′ − V_f′|.  (15)

For unequal frequencies V_i − V_f is a quadratic in Q, and the slope of a quadratic at either root is the square root of its discriminant, here Ω_i²Ω_f²ΔQ² − 2ΔE(Ω_i² − Ω_f²). For Ω_i < Ω_f there are two crossings. For Ω_i > Ω_f and large enough ΔE there is none, (15) vanishes and the rate is a quantum effect; at zero discriminant (15) diverges and fails. A test with Ω_i < Ω_f compared (15) with the explicit smoothed sum and found logarithmic differences of −0.0001, and below that with both frequencies halved. The value is this small because the difference changes sign near the chosen kT = 0.06 eV; at kT = 0.03 eV it is 0.0127 and falls to 0.0032 on halving, as an Ω² remainder should. The second crossing is negligible at these parameters. With Ω_i = 0.7Ω_f and a small ΔQ, where it carries 15% of the rate, the differences are 0.0060 and 0.0015.

For equal frequencies the slope is Ω²ΔQ, and the barrier measured from the initial minimum is

E_b = ½Ω²(Q_c − ΔQ)² = (ΔE − λ)²/4λ.  (16)

Since ΩΔQ = √(2λ), (15) is (11) with L_p/Ω replaced by

L_cl/Ω = (4πλkT)^(−1/2) e^(−βE_b).  (17)

The same result, with its first correction, follows from (9). Hold ΔE, λ and β fixed and let Ω → 0, so that S and p grow as 1/Ω and z as 1/Ω². For integer p, I_p(z) = (1/2π)∫exp(z cos φ − ipφ)dφ over one period. Put φ = ξ/√z and μ = p/√z, which stays finite, and use z cos φ = z − ξ²/2 + ξ⁴/(24z) + O(z^(−2)). The Gaussian integral is √(2π)e^(−μ²/2), and ξ⁴ acts as d⁴/dμ⁴, giving the factor μ⁴ − 6μ² + 3. Hence

ln I_p = z − ½ln(2πz) − p²/2z + p⁴/24z³ − p²/4z² + 1/8z + O(Ω⁴).  (18)

Insert z = S/sinh x. The identity −coth x + 1/sinh x = −tanh(x/2) gives −Sx/2 + Sx³/24; next, −p² sinh x/2S = −p²x/2S − p²x³/12S; and −½ln(2πz) = −½ln(2πS/x) + x²/12; in the last three terms of (18), z = S/x suffices. The terms of order Ω⁰ are −x(p − S)²/2S = −βE_b and −½ln(2πS/x) = ln[Ω(4πλkT)^(−1/2)], which reproduce (17). The x³ terms combine to x³(p² − S²)²/24S³, the x² terms to x²(1/12 − p²/4S²), and 1/8z is x/8S. In physical variables,

ln(L_p/L_cl) = Ω²[β/16λ + β²(1/48 − ΔE²/16λ²) + β³(ΔE² − λ²)²/192λ³] + O(Ω⁴).  (19)

In a numerical test the remainder falls by 15.97 when Ω is halved, against the 16 expected. The β³ term is non-negative, vanishes where the barrier does, at ΔE = λ, and grows fastest on cooling; it is the onset of tunnelling under the crossing. The condition βΩ ≪ 1 is not sufficient for (17), because the coefficient of that term grows as ΔE⁴/λ³.

The slope of an Arrhenius plot is E_a = −d ln C/dβ. From (11), (17) and (19),

E_a = E_b − kT/2 − Ω²[1/16λ + 2β(1/48 − ΔE²/16λ²) + β²(ΔE² − λ²)²/64λ³] − d ln s/dβ,  (20)

up to O(Ω⁴). For strong attraction ln s = ½ln β + constant, and the last term is a further −kT/2. The slope approximates E_b when the Ω² bracket is small and kT ≪ E_b both hold; the first needs high and the second low temperature, and the window may be empty.

**The carrier's kinetic energy**

Equation (11) averages s over k but leaves ΔE at the band edge. A carrier with kinetic energy ε_k releases ΔE + ε_k, and by (16) the barrier becomes E_b + aε_k + ε_k²/4λ with a = (ΔE − λ)/2λ. Over thermal energies βaε_k is of order a, independent of T, so the effect persists as long as the rate is governed by this barrier. On cooling into the tunnelling regime d ln F/dE saturates and the correction fades as kT; for the example below the factor is 0.85 at 100 K and 0.95 at 30 K. Take VW² independent of k apart from s(k), the regime where (17) holds, and kT ≪ λ, so that the quadratic term and the shift of Q_c are negligible. The weight is ε_k^(1/2)e^(−βε_k) for a neutral centre and e^(−βε_k) for strong attraction, where s(k) ∝ ε_k^(−1/2). The factor e^(−βaε_k) rescales β to β(1 + a), and ∫ε^ν e^(−βε)dε ∝ β^(−ν−1), so

C → C(1 + a)^(−3/2) (neutral),  C → C(1 + a)^(−1) (strong attraction).  (21)

Both limits were tested by quadrature with the quantum F(E). In this regime the factor is independent of T and leaves (20) unchanged, but for ΔE > λ it lowers the magnitude, and the more so the larger ΔE/λ is.

**Worked example**

Take round model parameters: ΔE = 1 eV, ħΩ = 0.04 eV, ΔQ = 1.5 amu^½ Å, W = 0.05 eV/(amu^½ Å) in V = 1000 Å³, g = 1, Q₀ = 0, m* = 0.2, ε = 10 and Z = 1. With ħ²/(amu Å²) = 4.180×10⁻³ eV the oscillator length is l₀ = (4.180×10⁻³/0.04)^½ = 0.3233 amu^½ Å. Then S = ½(1.5/0.3233)² = 10.77, λ = 10.765 × 0.04 = 0.4306 eV and p = 25. The crossing is at Q_c = 1.5 × 1.4306/0.8612 = 2.492 amu^½ Å, the barrier is E_b = 0.5694²/1.7224 = 0.188 eV, and a = 0.5694/0.8612 = 0.661. Restoring ħ = 6.582×10⁻¹⁶ eV s in (11), with WQ_c = 0.1246 eV, the prefactor is 1000 × 2π × 0.1246²/(6.582×10⁻¹⁶ × 0.04) = 3.70×10¹⁸ Å³/s. The Coulomb scales are E_R = 0.0272 eV and a* = 26.5 Å.

At 300 K, kT = 0.02585 eV, x = 0.774, and (9) gives L₂₅ = 4.49×10⁻⁴, about five times the T = 0 value 8.60×10⁻⁵. Without the tail C = 3.704×10¹⁸ × 4.488×10⁻⁴ = 1.66×10¹⁵ Å³/s. With θ = π² × 0.02721/0.02585 = 10.39, (13) gives s = 7.31, against the strong limit 7.27, and C = 1.2×10¹⁶ Å³/s = 1.2×10⁻⁸ cm³/s. At a defect density of 10⁻⁸ Å⁻³ the lifetime is 1/(1.215×10¹⁶ × 10⁻⁸) = 8×10⁻⁹ s. The same steps give s = 5.23 and C = 5.0×10¹⁶ Å³/s (5.0×10⁻⁸ cm³/s) at 600 K, and s = 3.81 and C = 1.2×10¹⁷ Å³/s (1.2×10⁻⁷ cm³/s) at 1200 K.

The ratio L_p/L_cl is 6.10, 1.302 and 1.017 at the three temperatures, while the exponential of the Ω² term in (19) is 26, 1.372 and 1.018. The expansion is accurate at 1200 K, is 5% high relative to (9) at 600 K, and fails at 300 K, where it even gives a negative slope, −0.097 eV. The slopes of (9) itself are 0.064, 0.119 and 0.127 eV, against 0.104 eV at 600 K and 0.127 eV at 1200 K from (20) with s = 1, and against classical values E_b − kT/2 of 0.175, 0.162 and 0.137 eV. The Sommerfeld parts are −0.013, −0.024 and −0.045 eV, the last somewhat smaller in size than kT/2 = 0.052 eV as θ has dropped to 2.6. The totals are 0.051, 0.094 and 0.082 eV. The apparent activation energy is therefore not monotonic, and at these three temperatures it is at most about half of E_b. At 1200 K this follows from (20), where the two thermal terms remove about 0.10 eV and the quantum term 0.01 eV; at 300 K the shortfall against the classical slope is a quantum effect of (9) beyond the reach of (20).

In the cases below, the smoothing and the treatment of the carrier energy change C by amounts ranging from about 10% to nearly 40%. Including kinetic energy, with the continuous F(E) and no ripple, multiplies C by 0.71, 0.65 and 0.62, against (1 + a)^(−1) = 0.60 for strong attraction and 0.47 for a neutral centre. These temperatures are not deep in the regime of (21): at 300 K (17) fails, and on heating θ falls and kT/λ grows, so 0.60 is not a limit the sequence must approach and the closeness at 1200 K is no test of (21). At 300 K, κ = −15.54 eV⁻¹ and κ′ = −23.05 eV⁻², so σ = 0.04 eV in (10) gives 1 − σ²κ′ = 1.0369 and B = exp(0.3864/2.0738)/1.0183 = 1.183, in agreement with the summed 1.183. A width σ = 0.016 eV leaves a ripple of 0.087 relative to the smooth term, against 0.085 from the formula with κ′ neglected. Smaller widths change C far more: at σ = 0 the carrier continuum alone gives a finite rate, which at 300 K runs from 0.20 to 1.7 times (11) as ΔE moves through one ħΩ. Within this model even the leading figure of C is thus undetermined until σ and the treatment of the carrier energy are stated. A larger error comes from combining a W computed at one geometry with the Q₀ of another: setting Q₀ = ΔQ but keeping the W of Q₀ = 0 multiplies C by (0.5694/1.4306)² = 0.158. In the two-state linear case the W recomputed at ΔQ is larger by 1.4306/0.5694 = 2.51 to first order in W, which restores C to that order only. The W of this small cell is not small in that sense. The exact rotation angle φ obeys tan 2φ = 2WΔQ/(ΔE − λ) = 0.263, so φ = 0.13, and with Ω²ΔQ = 2λ/ΔQ = 0.574 the recomputed coupling W cos 2φ + ½Ω²ΔQ sin 2φ is 2.43W. With the surfaces (1) held fixed this multiplies C by (2.43/2.51)², about 0.94. The rotation also changes the difference of the diagonal slopes to Ω²ΔQ cos 2φ − 2W sin 2φ = 0.530, which lowers λ to about 0.37 eV; if the surfaces are taken from the rotated states, C at 300 K falls to about a fifth of its value. Both residues vanish as W → 0 in the two-state model; enlarging the cell does not remove the part that comes through the other band states. The unrounded values are given in the numerical output below.

Numbers as computed

```
dynamics slope / golden-rule formula = 1.00000
lattice U/t = -8: w = 0.25273, E_bound/t = -2.7896, |psi_f(0)|^2 = 0.8902
N W^2/gamma^2, L=12,16,20,24,28: 1.1484 1.0662 1.0194 0.9893 0.9684
N W^2/gamma^2 extrapolated = 0.8526, formula = 0.8525
repulsive average / saddle form at theta=1000: 1.0138
remainder ratio on halving Omega = 15.97
unequal freq. ln(quantum/classical): -0.0001, half Omega -0.0000
inputs: dE = 1.0 eV, hOmega = 0.04 eV, dQ = 1.5 amu^1/2 A, g = 1
inputs: W = 0.05 eV/(amu^1/2 A), V = 1000 A^3, m* = 0.2, eps = 10, Z = 1
hbar = 6.58212e-16 eV s, kB = 8.61733e-05 eV/K
hbar^2/(amu A^2) = 4.18016e-03 eV, l0 = 0.3233 amu^1/2 A
S = 10.7651, lambda = 0.4306 eV, p = 25
Qc = 2.4917 amu^1/2 A, Eb = 0.1882 eV, a = 0.6612
V W^2 = 2.500 eV^2 A/amu, W Qc = 0.1246 eV
E_R = 0.02721 eV, a* = 26.46 A
prefactor V 2pi g (W Qc)^2/(hbar hOmega) = 3.7042e+18 A^3/s
C(Q0=dQ)/C(Q0=0) = 0.1584
(1+a)^-3/2 = 0.4671, (1+a)^-1 = 0.6020
L_p at T=0: 8.6021e-05
T = 300 K: kT = 0.02585 eV, x = 0.7736, L_p = 4.4880e-04
  theta = 10.389, s = 7.3083, 4 sqrt(theta/pi) = 7.2738
  C(s=1) = 1.6624e+15 A^3/s
  C = 1.2150e+16 A^3/s = 1.215e-08 cm^3/s
  L/L_cl = 6.0952, exp(Omega^2 term) = 26.0555
  Ea(s=1) = 0.0641 eV, expansion = -0.0967 eV, Eb-kT/2 = 0.1753 eV
  Sommerfeld part = -0.0127 eV, Ea total = 0.0514 eV
  kinetic-energy factor = 0.7062, lifetime at N = 1e-08 A^-3: 8.231e-09 s
T = 600 K: kT = 0.05170 eV, x = 0.3868, L_p = 2.5835e-03
  theta = 5.194, s = 5.2313, 4 sqrt(theta/pi) = 5.1434
  C(s=1) = 9.5700e+15 A^3/s
  C = 5.0063e+16 A^3/s = 5.006e-08 cm^3/s
  L/L_cl = 1.3020, exp(Omega^2 term) = 1.3720
  Ea(s=1) = 0.1186 eV, expansion = 0.1040 eV, Eb-kT/2 = 0.1624 eV
  Sommerfeld part = -0.0244 eV, Ea total = 0.0942 eV
  kinetic-energy factor = 0.6453, lifetime at N = 1e-08 A^-3: 1.997e-09 s
T = 1200 K: kT = 0.10341 eV, x = 0.1934, L_p = 8.8108e-03
  theta = 2.597, s = 3.8113, 4 sqrt(theta/pi) = 3.6369
  C(s=1) = 3.2637e+16 A^3/s
  C = 1.2439e+17 A^3/s = 1.244e-07 cm^3/s
  L/L_cl = 1.0172, exp(Omega^2 term) = 1.0177
  Ea(s=1) = 0.1272 eV, expansion = 0.1266 eV, Eb-kT/2 = 0.1365 eV
  Sommerfeld part = -0.0454 eV, Ea total = 0.0818 eV
  kinetic-energy factor = 0.6224, lifetime at N = 1e-08 A^-3: 8.039e-10 s
300 K: kappa = -15.541 1/eV, kappa' = -23.05 1/eV^2
sigma = 0.04 eV: bias summed = 1.1827, formula = 1.1832
sigma = 0.016 eV: ripple summed = 0.0866, formula = 0.0850
```
